# Why a long chain's thermal gap shift converges while displacements diverge

**Q:** I heat a long atomic wire held at one end. The far atom wanders further the longer the wire is. Why should its electronic gap not wander off too?

**A:** Start with the lattice. Take $N$ atoms in a line, with displacements $u_0,\dots,u_{N-1}$, atom 0 clamped and the far end free. Neighbours are joined by springs $K$, and the motion is classical. With the bond stretch $r_n=u_{n+1}-u_n$, the potential energy is
$$U=\frac K2\sum_{n=0}^{N-2}r_n^2 .$$
Passing from the $u$'s to the $r$'s is a triangular change of variables with ones on the diagonal, so its Jacobian is 1. The Boltzmann weight $e^{-U/k_BT}$ then factorizes into one Gaussian per bond:
$$\langle r_nr_m\rangle=\sigma^2\delta_{nm},\qquad \sigma^2=\frac{k_BT}{K}.$$
Since $u_0=0$, $u_n=\sum_{m<n}r_m$. Cross terms average to zero, leaving
$$\langle u_n^2\rangle=n\sigma^2 .$$
The displacement grows as a random walk, while each stretch keeps the same variance in every chain. "Bounded" here means bounded variance: a Gaussian stretch has no largest value.

**Q:** And the electrons?

**A:** I put one orbital on each atom, moving with it, and treat the orbitals as orthonormal. The lattice is frozen while the electrons move:
$$H=\sum_n t_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big),\qquad t_n=\bar t_n(1-\beta r_n).$$
The equilibrium hopping $\bar t_n$ alternates $t_1,t_2,t_1,\dots$ with $t_1>t_2$, and $N$ is even, so both end bonds are strong. Displacements enter through differences of neighbours. Moving a whole section rigidly changes no hopping inside it.

Reversing the sign of every second orbital turns $H$ into $-H$, so levels come in pairs $\pm E$. With $N$ even and no strong bond at zero hopping, no level lies at zero, and $N/2$ levels are positive.

**Q:** What is the gap without heat?

**A:** Let a cell hold amplitudes $a,b$ joined by $t_1$, with $t_2$ between cells and phase $\theta$ per cell. Then
$$Ea=(t_1+t_2e^{-i\theta})b,\qquad Eb=(t_1+t_2e^{i\theta})a .$$
Multiplying the two gives $E^2=t_1^2+t_2^2+2t_1t_2\cos\theta$. The minimum is at $\theta=\pi$. Measuring from there, $\theta=\pi+k$,
$$E_0(k)^2=(t_1-t_2)^2+2t_1t_2(1-\cos k).$$
The lowest gap, which I call the strict gap, is $2(t_1-t_2)$.

For a hot chain I use a threshold gap instead: $G_f=2E_f$, where a small fixed fraction $f$ of the positive levels lies below $E_f$. In a long clean chain the standing waves are evenly spaced in $0<k<\pi$, so $G_f=2E_0(\pi f)$.

**Q:** That looks like a convenient choice. Why not the strict gap?

**A:** Because one rare region can fix it. Suppose $M$ successive bonds, $M$ even, happen to have equal hopping $t$. Number the sites of this run $0$ to $M$ and take a trial state on its even sites, $\psi_{2j}=(-1)^j\sin(2\pi j/M)$. It vanishes at both ends, so it does not leak out. On an odd site,
$$(H\psi)_{2j+1}=t(-1)^j\left[\sin\frac{2\pi j}{M}-\sin\frac{2\pi(j+1)}{M}\right].$$
The sine is a standing wave of the second-difference operator, with eigenvalue $2-2\cos(2\pi/M)=4\sin^2(\pi/M)$. Therefore $\|H\psi\|/\|\psi\|=2t\sin(\pi/M)$. Some level must lie within that distance of zero, and pairing gives a strict gap of at most $4t\sin(\pi/M)$.

Nearly equal hoppings over any chosen $M$ have a small but nonzero probability. An infinite chain offers infinitely many independent places for them, so its strict gap closes. The shift of that gap is still finite, since a gap cannot fall below zero, but it says little about most of the wire. The threshold gap asks where a finite share of the levels begins.

**Q:** Then show me that the threshold gap settles down.

**A:** Cut one bond. The removed term, $t_n(|n\rangle\langle n+1|+\text{h.c.})$, has one positive and one negative eigenvalue, $\pm|t_n|$. Removing it therefore adds one positive and one negative rank-one operator.

Consider the positive one. If $m$ levels lay below $E$, their span contains a subspace of dimension at least $m-1$ orthogonal to the added vector. There the energy is unchanged, so by the min-max principle at least $m-1$ levels remain below $E$. A positive addition cannot increase the count, so the count falls by 0 or 1. The negative operator raises it by 0 or 1. In total, one cut changes the count by at most one.

Let $C_L(E)$ be the thermal average number of levels below $E$ in a chain of $L$ atoms. Cut a chain of $pL$ atoms into $p$ pieces, $L$ even. Each piece has the same hopping pattern and stretch statistics as a separate chain, even though its absolute position is far more uncertain. Thus
$$|C_{pL}-pC_L|\le p-1,\qquad \left|\frac{C_{pL}}{pL}-\frac{C_L}{L}\right|<\frac1L .$$
Comparing lengths $L$ and $L'$ through a chain of $LL'$ atoms gives a difference below $1/L+1/L'$. Hence $C_L/L$ converges, with error at most $1/L$.

The fraction of positive levels below $E>0$ is
$$\nu_L(E)=\frac{C_L-L/2}{L/2}=\frac{2C_L}{L}-1,$$
so its error is at most $2/L$. If the limiting fraction rises through $f$ with slope $\rho>0$, the edge $E_f$ converges with an error of order $2/(L\rho)$, and the gap with twice that. This is where the unchanging stretch statistics do their work.

**Q:** Convergence is one thing. Can you limit the size of the shift?

**A:** Yes, though loosely. Choose a stretch $c$, and let $p_c$ now be the fraction of bonds with $|r|>c$. Restore those bonds to equilibrium. Each restoration is again a hopping term with eigenvalues of opposite sign, so it changes the count by at most one. Together they change the count by at most $p_cN$. Measured against the $N/2$ positive levels, that is a fraction $2p_c$.

What remains of the thermal change has, in each row, at most two entries, one from a strong and one from a weak bond. Its norm is at most the largest row sum, $w=\beta(t_1+t_2)c$, and no level can move further than $w$. With $\nu_0$ the clean fraction,
$$\nu_0(E-w)-2p_c\le\nu(E)\le\nu_0(E+w)+2p_c .$$
Setting $E=E_f$, $\nu=f$ and inverting the increasing function $\nu_0$, for $f>2p_c$,
$$E_0[\pi(f-2p_c)]-w\le E_f\le E_0[\pi(f+2p_c)]+w .$$
For a long chain $p_c$ is the Gaussian tail probability and does not involve $N$. As $T\to0$, $c$ can shrink while $c/\sigma$ grows. Both $w$ and $p_c$ then vanish, and so does the shift.

**Q:** Put numbers in, please.

**A:** I take $K=300$ eV/nm², $T=300$ K, $t_1=1.2$ eV, $t_2=0.8$ eV, $\beta=10$ nm⁻¹ and $f=0.02$. The stretch is
$$\sigma=\sqrt{0.02585/300}=0.00928\ \text{nm}.$$
The rms hopping changes are $\beta\sigma t_1=0.111$ eV and $\beta\sigma t_2=0.074$ eV. The clean strict gap is 0.80 eV. At $k=0.02\pi$,
$$G_f=2\sqrt{0.16+1.92(1-\cos0.0628)}=0.809\ \text{eV}.$$

I compared 16 chains of 2700 atoms with the shorter chains obtained by cutting those same chains (the end rms is the exact thermal value, not a sample average):

| $N$ | End rms (nm) | $G_f$ (eV) | Shift (meV) | Mean strict gap (eV) |
|---|---|---|---|---|
| 300 | 0.161 | 0.748 | −61 | 0.675 |
| 900 | 0.278 | 0.746 | −63 | 0.641 |
| 2700 | 0.482 | 0.745 | −64 | 0.613 |

The end displacement triples for nine times the length, as $\sqrt N$ requires. The threshold shift changes by about 3 meV. The standard error of the gap at 2700 atoms is 2.5 meV, so the third digit should not be pressed. The size of the shift belongs to the chosen $f$: at 900 atoms it is about −120, −95, −63, −21 and −6 meV for $f=0.005$, 0.01, 0.02, 0.05 and 0.1, because a small $f$ probes the tail of levels pulled into the gap. The counting argument gives convergence with length for each fixed $f$, not one shift common to all $f$. The strict gap keeps drifting down, but very slowly: it is still about 0.5 eV at a million atoms, because long runs of nearly equal hoppings are exponentially rare. For an extreme case I imposed 200 equal bonds of 1.0 eV within 600 atoms: the gap was 0.031 eV, below the limit $4\sin(\pi/200)=0.063$ eV.

The counting argument can be tested chain by chain. Cutting 2700 atoms into nine pieces changed a count by at most 7, where 8 is allowed. Cutting into three changed it by at most 2, the full allowance.

For the size bound, take 100 K and $c=3\sigma$. In the sample $p_c=0.0022$, and the bounds on the gap are 0.16 and 1.46 eV. They contain the computed gap but do not estimate it. At 300 K the same choice gives $w=10\times2.0\times0.0278=0.56$ eV. The lower bound is then negative and is replaced by zero; the upper one remains finite.

**Q:** How does the shift vary with temperature?

**A:** At fixed $N=900$ and with the same random numbers, it is −21, −43, −63 and −83 meV at 100, 200, 300 and 400 K. For $f=0.02$ that is close to proportional to $T$ over this range. I have not derived the slope, and the convergence proof does not supply it.

**Q:** Could I not get it from ordinary second-order perturbation theory?

**A:** Not for the strict edge of a long chain; I have not worked out the same expansion for the threshold gap. The first-order average vanishes because $\langle r_n\rangle=0$. The second-order shift of the lowest positive level $E_e$ is
$$\Delta E_e=\sum_{m\ne e}\frac{\langle|V_{me}|^2\rangle}{E_e-E_m},\qquad V_{me}=\sum_n\delta t_n\,b_n^{(me)},$$
with $\delta t_n=t_n-\bar t_n$. For extended states, $b_n^{(me)}$ is a sum of products of two amplitudes of order $N^{-1/2}$, hence of order $1/N$. The $\delta t_n$ are independent, so $\langle|V_{me}|^2\rangle$ is a sum of $N$ terms of order $1/N^2$, which is of order $1/N$.

Expanding the clean band for small $k$,
$$E_0(k)\simeq(t_1-t_2)+\frac{t_1t_2}{2(t_1-t_2)}k^2 .$$
Allowed $k$ values are spaced by order $1/N$, so the nearest levels differ by order $1/N^2$. Their contribution is of order $(1/N)/(1/N^2)=N$, and negative because they lie above the edge. The negative levels contribute only a bounded positive amount: about $N$ terms of order $1/N$ over a finite denominator.

At 300 K this formula gives strict-gap shifts of −0.35, −0.69 and −1.37 eV for 300, 600 and 1200 atoms. The last exceeds the whole gap. It is the expansion that diverges, even though every stretch has bounded variance.

**Q:** How do I know that shared motion is the cause, rather than some insensitivity of your electronic model?

**A:** Keep the electronic model and each atom's displacement variance, but draw the atoms independently. In the real chain $\langle u_{n+1}u_n\rangle=n\sigma^2$, because the two atoms share the first $n$ stretches. Therefore
$$\langle r_n^2\rangle=(n+1)\sigma^2+n\sigma^2-2n\sigma^2=\sigma^2 .$$
Without correlations the last term is missing, and $\langle r_n^2\rangle=(2n+1)\sigma^2$ grows along the chain.

A suitable second measure is the mean separation of paired levels, $\bar G=2\,\mathrm{Tr}|H|/N$. The triangle inequality for the trace norm, with $2|\delta t_n|$ for each bond, bounds its shift:
$$|\Delta\bar G|\le\frac4N\sum_n|\delta t_n| .$$
For the correlated chain this averages to at most 0.30 eV at any length. The shift in the sample at 2700 atoms is 0.002 eV, with a sampling error of about 0.0014 eV; averaging out the first-order noise gives about 0.003 eV.

There is also a lower bound. For any unitary $W$, $\mathrm{Tr}|H|\ge|\mathrm{Tr}(HW)|$. Let $W$ exchange the two atoms of each strong bond, with the sign of $t_n$. This gives
$$\bar G\ge\frac4N\sum_{n\ \mathrm{even}}|t_n| .$$
Without correlations the typical $|t_n|$ grows as $\sqrt n$, so $\bar G$ must diverge at least as fast as $\sqrt N$. With eight uncorrelated chains per length, I found 4.4, 6.4 and 10.7 eV for 300, 900 and 2700 atoms; more chains move the middle value to about 6.6 eV. At these lengths the growth is still somewhat slower than $\sqrt N$, because the equilibrium hopping is not yet negligible. The correlated chains stayed at 2.68 eV.

The threshold gap responds differently: the uncorrelated chains gave 0.011, 0.013 and 0.035 eV, nearly closed compared with 0.81 eV. Eight chains give a wide scatter. Averages over many more chains are about 0.010, 0.018 and 0.036 eV, and 0.07 eV at 8100 atoms, so this gap grows with length along with the hoppings and is nearly closed only at these lengths. At the far end of the longest control chains the rms stretch, $\sqrt{2n+1}\,\sigma$, reaches about 0.68 nm, more than a bond length, so this control tests the cause and does not describe a wire. For thermal structures of this model, the displacement correlations must be kept; matching each atom's variance is not enough.

**Q:** How close is this to a wire I could make?

**A:** The stiffness, equal to 48 N/m, and a mass of 127.6 u are roughly those of a tellurium chain. The electronic part is not tellurium: its real chains are helical, without the alternating bonds used here, and their $p$ orbitals also respond to bending and twisting. I have not sized that difference.

Within the model, the largest correction I computed is bond anharmonicity. For a Morse-like bond, expanded to fourth order with range parameter 15 nm⁻¹, the gap falls by a further 26 meV, about 40% of the harmonic shift. The mean stretch of 0.00196 nm reduces both hoppings by the factor $1-0.0196$, which accounts for about $0.0196\times0.809=0.016$ eV. In the hot chain the mean stretch alone lowers the gap slightly more, by 17 meV, and the changed width and shape of the stretch distribution alone lower it by about 9 meV. The truncation matters at the level of a few meV: the full Morse form, restricted to stretches below 0.3 nm, lowers the gap by about 29 meV instead of 26. Convergence survives for the fourth-order bond, because its Boltzmann weight still factorizes bond by bond and can be normalized. A full Morse bond can dissociate at a free end, so there the statement holds only for the unbroken chain.

Exponential instead of linear hopping changes the gap by +4 meV in this sample, and by about +5 meV when averaged over many more chains. Quantum lattice statistics raise the stretch variance by 2.4% and change the gap by −2.5 meV. These three changes were computed separately at 900 atoms and 300 K, with the same random numbers. The highest phonon energy, $2\hbar\sqrt{K/m}=20$ meV, is not negligible beside the 64 meV shift found for $f=0.02$, so the frozen-lattice assumption deserves its own check. Electron-electron interaction and electronic changes of the springs are also left out.

A substrate can break the argument itself. If the levels depend on position relative to the substrate, absolute displacement enters $H$, and the pieces of a cut chain are no longer equivalent. The substrate's restoring force must then be included along with its effect on the levels. The remaining values are in the numerical output below.

## Table of computed values

```
spring constant K = 300 eV/nm^2
temperature = 300 K, kT = 0.02585 eV
hoppings t1, t2 = 1.2, 0.8 eV
beta = 10 1/nm, threshold fraction f = 0.02
rms bond stretch, every length = 0.00928 nm
rms hopping change, t1 and t2 bonds = 0.1114, 0.0743 eV
clean strict gap, infinite chain = 0.8000 eV
clean threshold gap = 0.8094 eV
N=300: rms end displacement = 0.1605 nm
N=300: threshold gap = 0.7482 eV, shift = -61.2 meV
N=300: mean pair separation = 2.6752 eV
N=300: mean strict gap = 0.6752 eV
N=900: rms end displacement = 0.2783 nm
N=900: threshold gap = 0.7464 eV, shift = -63.1 meV
N=900: mean pair separation = 2.6765 eV
N=900: mean strict gap = 0.6409 eV
N=2700: rms end displacement = 0.4823 nm
N=2700: threshold gap = 0.7454 eV, shift = -64.1 meV
N=2700: mean pair separation = 2.6770 eV
N=2700: mean strict gap = 0.6126 eV
standard error of gap, N=2700 = 2.5 meV
pair separation shift, N=2700 = 0.0021 eV
its trace-norm bound = 0.2964 eV
2700 atoms cut to 300: largest count change = 7, allowed 8
2700 atoms cut to 900: largest count change = 2, allowed 2
N=900, 100 K: gap shift = -20.8 meV
N=900, 200 K: gap shift = -43.3 meV
N=900, 300 K: gap shift = -63.1 meV
N=900, 400 K: gap shift = -83.2 meV
100 K: fraction of bonds beyond 3 sigma = 0.00218
100 K: gap bounds = 0.1626 to 1.4571 eV
uncorrelated control N=300: pair separation = 4.432 eV
uncorrelated control N=300: threshold gap = 1.10e-02 eV
uncorrelated control N=900: pair separation = 6.417 eV
uncorrelated control N=900: threshold gap = 1.31e-02 eV
uncorrelated control N=2700: pair separation = 10.734 eV
uncorrelated control N=2700: threshold gap = 3.53e-02 eV
second-order strict-gap shift N=300 = -0.3508 eV
second-order strict-gap shift N=600 = -0.6913 eV
second-order strict-gap shift N=1200 = -1.3723 eV
gap with run of 200 equal bonds, N=600 = 0.0306 eV
atomic mass = 127.6 u, top phonon = 19.8 meV
quantum/classical stretch variance = 1.0243
gap change, quantum lattice = -2.5 meV
gap change, exponential hopping = 3.8 meV
anharmonic range parameter = 15 1/nm
anharmonic mean stretch = 0.00196 nm
gap change, anharmonic bonds = -26.0 meV
```
